# The optimal polynomial rate for a projector with unequal bands

Let a one-particle Hamiltonian $H$, a Hermitian matrix, have its spectrum in two bands,

$$E=[a,b]\cup[c,d],\qquad a<b<c<d,$$

the lower filled and the upper empty at zero temperature. The density matrix is the projector $P=f(H)$, with $f=1$ on $[a,b]$ and $f=0$ on $[c,d]$. Let $E_n$ be the smallest value of $\max_{x\in E}|f(x)-p(x)|$ over real polynomials $p$ of degree at most $n$. This number has no dimension. A shift of the energy zero or a change of the energy unit, $x\to\alpha x+\beta$ with $\alpha>0$, turns polynomials of degree $n$ into polynomials of degree $n$, so $E_n$ can depend only on $n$ and on two ratios of lengths, for instance $(b-a)/(c-b)$ and $(d-c)/(c-b)$. A reflection of the axis exchanges the bands and turns $f$ into $1-f$, which leaves $E_n$ unchanged, so the two bands enter symmetrically. The chemical potential $\mu$ cannot enter: wherever it lies in the gap, $f$ is the same function on $E$. What remains is to find the rate as a function of the two ratios.

The answer is set by the Green function $g$ of the complement of $E$ with its pole at infinity. It is harmonic off $E$, vanishes on $E$, and behaves as $\log|z|+O(1)$ at large $|z|$. The claim is

$$\lim_{n\to\infty}\Big(-\frac1n\log E_n\Big)=g^*,\qquad g^*=\max_{b<x<c}g(x).\tag{1}$$

The rate is optimal for the worst case over all spectra in $E$; a particular matrix may do better. If $H$ has only $k$ distinct levels, for example, a polynomial of degree $k-1$ reproduces $P$ exactly.

To find $g$, write it locally as the real part of an analytic function $G$. Its derivative $G'$ is single-valued and behaves as $1/z$ at infinity. On a band $g=0$, so the derivative of $g$ along the band vanishes and $G'$ is imaginary on both sides. Since $g(\bar z)=g(z)$, the values of $G'$ above and below are complex conjugates, hence opposite in sign. The root of $R(z)=(z-a)(z-b)(z-c)(z-d)$, cut along the bands and chosen as $\sqrt{R}\sim z^2$ at infinity, also changes sign there. The product $G'\sqrt R$ is therefore continuous across the bands. With the inverse-square-root behaviour of $G'$ at the band edges it has no singularity, and it grows as $z$, so it is a linear function with leading coefficient one:

$$G'(z)=\frac{z-x^*}{\sqrt{R(z)}}.$$

Going from $x>d$ into the gap, the factors $(z-d)^{1/2}$ and $(z-c)^{1/2}$ each acquire the same factor $\pm i$, so the chosen root is negative there. With the positive root from now on,

$$g'(x)=\frac{x^*-x}{\sqrt{R(x)}},\quad b<x<c .$$

Because $g(b)=g(c)=0$, the integral of $g'$ over the gap vanishes, which fixes

$$x^*=\frac{\int_b^c x\,R^{-1/2}dx}{\int_b^c R^{-1/2}dx},\qquad g^*=\int_b^{x^*}\frac{x^*-x}{\sqrt{R(x)}}\,dx .\tag{2}$$

As a weighted mean, $x^*$ lies inside the gap, and it is the single maximum of $g$ there.

In two-dimensional electrostatics $-g$ is, in suitable units, the potential of a unit charge spread over two connected conductors, and $x^*$ is the point between them where the field vanishes. The charge density follows from the jump of the normal derivative, $2\pi\rho=2\,\partial_y g(x+i0)$:

$$\rho(x)=\frac{|x-x^*|}{\pi\sqrt{|R(x)|}},\quad x\in E .$$

Let $m$ be the measure with this density. Its mass is one, because the flux of $\log|z|$ through a large circle is $2\pi$. The difference between $\int\log|z-t|\,dm(t)$ and $g(z)$ is harmonic everywhere and bounded, hence a constant, written $\log\kappa$, where $\kappa$ is the capacity of $E$:

$$g(z)=\int\log|z-t|\,dm(t)-\log\kappa .\tag{3}$$

Two cases show what (2) contains. For symmetric bands $[-L,-\delta]\cup[\delta,L]$, $x^*=0$, and $u=x^2$ gives

$$g^*=\frac12\int_0^{\delta^2}\frac{du}{\sqrt{(L^2-u)(\delta^2-u)}} .$$

Put $s^2=(\delta^2-u)/(L^2-u)$. Then $L^2-u=(L^2-\delta^2)/(1-s^2)$, the root equals $s(L^2-u)$, and $du=-2s(L^2-\delta^2)(1-s^2)^{-2}ds$. The integrand becomes $-2\,ds/(1-s^2)$, with $s$ running from $\delta/L$ to $0$, so

$$g^*=\operatorname{artanh}(\delta/L).\tag{4}$$

For a gap $\Delta=c-b$ much smaller than both widths $W_1=b-a$ and $W_2=d-c$, one has $R\approx W_1W_2(x-b)(c-x)$ in the gap. Then $x^*$ is the gap centre, and since $\int_b^{x^*}(x^*-x)[(x-b)(c-x)]^{-1/2}dx=\Delta/2$,

$$g^*\approx\frac{\Delta}{2\sqrt{W_1W_2}} .\tag{5}$$

To leading order in $\Delta$ the rate is thus governed by the geometric mean of the widths, not by the wider band. It vanishes when the gap closes, and (1) then no longer provides exponential convergence.

The proof of (1) needs polynomials with well-placed zeros. Take $N$ nodes $x_j\in E$ such that the part of $m$ to the left of $x_j$ is $(j-\tfrac12)/N$, and let $w(z)=\prod_j(z-x_j)$. Below, $C$ and $C'$ denote positive constants, not always the same, that depend on $E$, and on other fixed parameters where these enter, but not on $N$. Cut $m$ into $N$ consecutive pieces of mass $1/N$, one node in each. On each piece a function $h$ differs from its value at the node by at most its variation there, so

$$\Big|\sum_j h(x_j)-N\int h\,dm\Big|\le \operatorname{Var}_E h ,$$

where the variation over $E$ includes the jump from $b$ to $c$. For fixed $\xi$ off $E$ take $h(t)=\log|\xi-t|$, which has finite variation. With (3),

$$\log|w(\xi)|=N\,[\log\kappa+g(\xi)]+O(1).\tag{6}$$

For points on or near $E$ the logarithm must be cut off. Let $D=d-a$ and $h_\eta(t)=\log\max(|x-t|,\eta)$ with $x\in[a,d]$; its variation is at most $2\log(D/\eta)$. Replacing $\log|x-t|$ by $h_\eta$ raises the integral by $\int_{|x-t|<\eta}\log(\eta/|x-t|)\,dm$. As $\rho$ has at worst inverse-square-root singularities, this is at most $C\sqrt\eta$. For the same reason an interval of length $\ell$ carries a mass of at most $C\sqrt\ell$, so adjacent nodes, separated by mass $1/N$, are at least $C'/N^2$ apart. Choose $\eta=C'/N^2$. Then $N\sqrt\eta=O(1)$, and from $\log|w(x)|\le\sum_jh_\eta(x_j)$,

$$\log|w(x)|\le N\,[\log\kappa+g(x)]+C\log N,\quad x\in[a,d].\tag{7}$$

At a node $x=x_j$ the cutoff changes no term with $k\ne j$, and the term $k=j$ of $\sum_k h_\eta(x_k)$ is $\log\eta$. Hence $\log|w'(x_j)|=\sum_kh_\eta(x_k)-\log\eta$, and

$$\log|w'(x_j)|\ge N\log\kappa-C\log N.\tag{8}$$

For the upper bound take $N=n+1$ and let $p$ interpolate $f$ at the nodes. Consider the integral of $1/[w(z)(z-x)]$ taken counterclockwise around the filled band. Its residues at the filled nodes give $-p(x)/w(x)$ by Lagrange's formula. If $x$ is in the filled band, the pole at $z=x$ adds $1/w(x)$; if $x$ is in the empty band, it adds nothing. In both cases the sum of the residues, which is the integral divided by $2\pi i$, is $[f(x)-p(x)]/w(x)$. The integrand decays as $|z|^{-n-2}$, so the contour can be opened to the left until only an upward vertical line through a gap point $\xi$ remains:

$$f(x)-p(x)=\frac{w(x)}{2\pi}\int_{-\infty}^{\infty}\frac{dy}{w(\xi+iy)\,(\xi+iy-x)} .\tag{9}$$

On this line

$$\left|\frac{w(\xi+iy)}{w(\xi)}\right|=\prod_j\sqrt{1+\frac{y^2}{(\xi-x_j)^2}}\ \ge\Big(1+\frac{y^2}{D^2}\Big)^{N/2},\tag{10}$$

so the integral is at most $C/|w(\xi)|$. Using (7) on $E$, where $g=0$, and (6) at $\xi$ gives $E_n\le N^Ce^{-Ng(\xi)}$. The point $\xi$ is free, as $\mu$ is, but it belongs to the proof and not to the physics. The best choice is $\xi=x^*$:

$$E_n\le N^{C}e^{-n g^*}.$$

For the lower bound take $N=n+2$. For any $p$ of degree at most $n$, $p/w$ decays as $|z|^{-2}$ or faster, so its residues sum to zero: $\sum_jp(x_j)/w'(x_j)=0$. Subtracting this from the same sum with $f$ gives

$$E_n\ \ge\ \frac{\big|\sum_{x_j\le b}1/w'(x_j)\big|}{\sum_j1/|w'(x_j)|} .\tag{11}$$

The numerator is $\frac1{2\pi}\big|\int dy/w(\xi+iy)\big|$ by the same opening of the contour. Choose $\xi=\xi_N$, the maximum of $|w|$ between the last filled and the first empty node. Since $|w(\xi_N)|\ge|w(x^*)|$, (6) and (7) give $g(\xi_N)\ge g^*-C\log N/N$, and so $\xi_N\to x^*$. For large $N$ all nodes are then at least some fixed distance $r$ from $\xi_N$. The phase of $w(\xi_N+iy)/w(\xi_N)$ is $\sum_j\arctan[y/(\xi_N-x_j)]$. Its linear part vanishes because $\sum_j1/(\xi_N-x_j)=0$ at the maximum, and $|\arctan s-s|\le|s|^3/3$ bounds the rest by $N|y|^3/(3r^3)$.

For $|y|\le N^{-2/5}$ this phase is $O(N^{-1/5})$, while the modulus ratio is at most $e^{Ny^2/(2r^2)}$, so this part of the integral is at least $CN^{-1/2}/|w(\xi_N)|$. By (10) the part with larger $|y|$ is smaller by a factor of order $e^{-C'N^{1/5}}$, up to a power of $N$. Contributions therefore cannot cancel. Inserting (7) for $|w(\xi_N)|$, with $g(\xi_N)\le g^*$, and (8) in the denominator, the powers of $\kappa$ drop out:

$$E_n\ge N^{-C}e^{-Ng^*}.$$

The two bounds give $\log E_n=-ng^*+O(\log n)$, which proves (1) for the whole sequence, not just for a subsequence.

As an example take the round model values $[-1,0]$ and $[4,15]$ eV. Equation (2) gives $x^*=1.687$ eV and $g^*=0.3517$ per degree. The maximum is displaced from the gap centre towards the narrow band, because the weight $[(x-a)(d-x)]^{-1/2}$ in (2) decreases across this gap; at the centre $g=0.3477$, about 1 % lower. Each further degree multiplies the error on average by $e^{-g^*}=0.703$, and a factor of ten costs $\ln10/0.3517=6.5$ degrees. The narrow band carries a fraction 0.260 of the charge although it has one twelfth of the total width. The small-gap form (5) does not apply, since the gap is four times the filled width.

The best errors, computed on a fine grid in $E$, are $1.81\times10^{-4}$ at $n=20$ and $9.09\times10^{-8}$ at $n=40$. Their ratio gives a slope $\ln(1993)/20=0.380$. The integral of the last member of (10) to the power $-1$ scales as $N^{-1/2}$, which suggests a prefactor $n^{-1/2}$; removing it subtracts $\tfrac12\ln2/20=0.017$ and leaves 0.363, still 3 % above $g^*$. The error does not fall evenly: from $n=29$ to $30$ it goes only from $4.18\times10^{-6}$ to $4.17\times10^{-6}$. A conjecture is that the prefactor follows the fractional part of $n$ times the charge on the filled band, since the number of zeros in a band must be an integer. A fit over all degrees from 16 to 50, with $n^{-1/2}$ removed, gives 0.3505. Moving the ends of the window by several degrees shifts this between 0.348 and 0.353, so the agreement with $g^*$ is about 1 %. At $n=20$ the quantile nodes give the bounds $8.3\times10^{-5}$ and $3.0\times10^{-3}$, which enclose the best error.

A dependence on $\mu$ appears if $E$ is first enclosed in two bands symmetric about $\mu$, with inner distance $\delta=\min(\mu-b,c-\mu)$ and outer distance $L=\max(\mu-a,d-\mu)$. By (4) this yields the rate $\operatorname{artanh}(\delta/L)$. Enlarging $E$ to $E'$ cannot raise the Green function: $g_E-g_{E'}$ is harmonic off $E'$, also at infinity, and non-negative on $E'$, hence non-negative everywhere. For $\mu=0.5$, 2.0 and 3.5 eV the symmetrized rates are 0.034, $\operatorname{artanh}(2/13)=0.155$ and 0.044. Even the gap centre, the best choice here, loses a factor $0.3517/0.1551=2.27$ in the rate. The loss belongs to the enclosure; the projector has not changed.

At a fixed temperature $T>0$ the function itself changes. The Fermi function $f_T(x)=[e^{(x-\mu)/k_BT}+1]^{-1}$ has poles $z_k=\mu+i\pi k_BT(2k+1)$, $k$ any integer, with residue $-k_BT$. Let $p$ now interpolate $f_T$ at the $N=n+1$ nodes. The integral of $f_T(z)/[w(z)(z-x)]$ counterclockwise around both bands, with no $z_k$ inside, equals $2\pi i\,[f_T(x)-p(x)]/w(x)$, by the same residues as before. Opening this contour to infinity, past all the poles $z_k$, gives

$$f_T(x)-p(x)=k_BT\,w(x)\sum_k\frac{1}{w(z_k)(z_k-x)} .\tag{12}$$

By (3), $g(\mu+iy)$ grows with $|y|$, so the pair nearest to the real axis dominates, and the error is at most $N^Ce^{-N\gamma}$ with $\gamma=g(\mu+i\pi k_BT)$.

No faster rate can hold for all large $n$. A polynomial $q$ of degree $k$ obeys $|q(z)|\le\max_E|q|\,e^{kg(z)}$, by the maximum principle for $\log|q|-kg$. If the errors fell as $e^{-ns}$ with $s>\gamma$, the differences of successive best polynomials would be summable wherever $g<s$. Their limit would be analytic there and equal to $f_T$ on $E$. Every connected part of the region $g<s$ contains a band, since otherwise $g$ would be harmonic in it with the constant boundary value $s$. The limit would thus continue $f_T$ analytically to its own pole, which is impossible. Hence $\limsup_n(\text{error})^{1/n}=e^{-\gamma}$.

For $T\to0$, $\gamma\to g(\mu)\le g^*$, with equality only at $\mu=x^*$, so for any other $\mu$ in the gap the limits $n\to\infty$ and $T\to0$ of the rate do not commute. There is no conflict with (1): on $E$ the two functions differ by less than $e^{-\delta/k_BT}$, so the thermal error exceeds $E_n$ by no more than that.

With $k_BT=0.2$ eV, $\gamma=0.296$ for $\mu=0.2$ eV and $0.362$ for $\mu=2.0$ eV, one below and one above $g^*$. The two conjugate terms in (12) interfere with a phase that turns with $n$, so the error beats. The phase turns by 0.144 per degree for $\mu=0.2$ eV, a beat period of about 22 degrees, and by only 0.016 per degree for $\mu=2.0$ eV. To reduce the beat, write $f_T=\tfrac12-\operatorname{Im}\psi/\pi$ with the digamma function $\psi$ at $\tfrac12+i(x-\mu)/(2\pi k_BT)$. The companion $\operatorname{Re}\psi/\pi$ has the same poles with residues turned by a quarter period. Fitted over the degrees 26 to 48, with no power of $n$ removed, the root of the summed squares of the two best errors has slopes 0.298 and 0.365, within 1 % of $\gamma$; other windows between the degrees 22 and 58 give 0.292 to 0.300 and 0.359 to 0.368, within 2 %. The Fermi function alone gives 0.302 and 0.376 over the degrees 26 to 48. The first value is close to $\gamma$ because this window spans about one beat; other windows give 0.26 to 0.34. For $\mu=0.2$ eV its error varies between 0.27 and 0.95 of this envelope.

For the density matrix, suppose $H$ couples only sites at distance at most one. Then $(H^k)_{ij}=0$ for $k$ below the distance $\ell$ of $i$ and $j$. A polynomial of degree $\ell-1$ in $H$ has no such element, and

$$|P_{ij}|=\big|[f(H)-p(H)]_{ij}\big|\le E_{\ell-1}.$$

A nearest-neighbour chain of 240 sites, built so that its levels are the 240 quantile nodes of $m$ in the two model bands and every level has the same weight on the first site, obeys this bound for all pairs at the tested distances, 11 to 45. At distance 30 its largest element, with 30 sites at each end left out, is $1.5\times10^{-6}$, against a bound of $4.2\times10^{-6}$. Its fitted decay rate, with $\ell^{-1/2}$ removed, is 0.350 per site (0.347 to 0.356 as the range of distances is varied), within about 1 % of $g^*$. For this chain the worst-case rate is therefore also, to the accuracy of the fit, the actual decay rate of the density matrix. This depends on how the levels are placed: with 120 evenly spaced levels in each band the same fit in the interior gives 0.369. The remaining values are in the numerical output.

## Computed results

```
filled band: -1.0 to 0.0 eV
empty band: 4.0 to 15.0 eV
x_star (maximum of g): 1.68671 eV
g_star: 0.351728 per degree
error factor per degree exp(-g_star): 0.70347
degrees per decade of error: 6.546
equilibrium mass, filled band: 0.26045
equilibrium mass, empty band: 0.73955
capacity: 3.76744 eV
g at gap centre 2.0 eV: 0.347735
best error E_n, n=10: 5.6968e-03
best error E_n, n=20: 1.8114e-04
best error E_n, n=30: 4.1653e-06
best error E_n, n=40: 9.0897e-08
best error E_n, n=50: 3.2543e-09
fitted rate, n=16..50, sqrt(n) removed: 0.35051 per degree
quantile bounds, n=20: lower 8.325e-05, upper 2.981e-03
quantile bounds, n=40: lower 4.601e-08, upper 1.027e-06
symmetrized rate, mu=0.5 eV: 0.03450 per degree
symmetrized rate, mu=2.0 eV: 0.15508 per degree
symmetrized rate, mu=3.5 eV: 0.04351 per degree
g_star / symmetrized rate at 2.0 eV: 2.268
thermal energy kT: 0.20 eV
thermal rate per degree, mu=0.2 eV: pole 0.29553, envelope fit 0.29827
  Fermi function alone: slope 0.30172, share of envelope 0.268 to 0.947
thermal rate per degree, mu=2.0 eV: pole 0.36245, envelope fit 0.36469
  Fermi function alone: slope 0.37585, share of envelope 0.624 to 0.927
chain sites: 240
chain, distance 11: max |P_ij| inside 1.734e-03, bound 5.697e-03
chain, distance 20: max |P_ij| inside 9.106e-05, bound 2.752e-04
chain, distance 30: max |P_ij| inside 1.474e-06, bound 4.179e-06
chain, distance 40: max |P_ij| inside 6.313e-08, bound 1.704e-07
chain decay rate, sqrt(distance) removed: 0.35037 per site
```
